# View factor of a trench opening from the crossed-string theorem: verification in Python

```python
"""
Result under test: the bottom of a long trench (width W, depth H) sees its
opening with the average direct view factor F = (sqrt(W^2 + H^2) - H) / W,
which is sqrt(2) - 1 = 0.414 when H = W.
Assumptions: diffuse (cosine-law) emission, collisionless straight flight,
no re-emission from the sidewalls, trench length much larger than W and H.
Crossed-string rule for a convex quadrilateral ABCD in the cross-section:
    AB * F(AB to CD) = (AC + BD - BC - DA) / 2.
Lengths are in angstrom; view factors are dimensionless.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def distance(p, q):
    return float(np.linalg.norm(np.asarray(p, float) - np.asarray(q, float)))


def gauss_nodes(count, upper=1.0):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (nodes + 1.0), 0.5 * upper * weights


def inward_normal(start, end):
    """Unit normal to the left of start->end (inside, if counterclockwise)."""
    dx, dy = np.asarray(end, float) - np.asarray(start, float)
    return np.array([-dy, dx]) / np.hypot(dx, dy)


def strip_kernel(p1, n1, p2, n2):
    """cos(phi1) cos(phi2) / (2 s) for infinitely long parallel strips."""
    ray = p2 - p1
    s = np.sqrt(np.sum(ray**2, axis=-1))
    return (ray @ n1) * (-(ray @ n2)) / (2.0 * s**3)


def exchange_opposite(a, b, c, d, count=80):
    """Length AB times F(AB to CD), by double quadrature of the kernel."""
    a, b, c, d = (np.asarray(p, float) for p in (a, b, c, d))
    t, w = gauss_nodes(count)
    p1 = (a + t[:, None] * (b - a))[:, None, :]
    p2 = (c + t[:, None] * (d - c))[None, :, :]
    k = strip_kernel(p1, inward_normal(a, b), p2, inward_normal(c, d))
    return distance(a, b) * distance(c, d) * float(w @ k @ w)


def exchange_adjacent(a, b, c, count=60):
    """Length AB times F(AB to BC); the map r, r*q removes the corner pole."""
    a, b, c = (np.asarray(p, float) for p in (a, b, c))
    t, w = gauss_nodes(count)
    r, q = np.meshgrid(t, t, indexing="ij")
    n1, n2 = inward_normal(a, b), inward_normal(b, c)
    total = 0.0
    for u, v in ((r, r * q), (r * q, r)):
        p1 = b + u[..., None] * (a - b)
        p2 = b + v[..., None] * (c - b)
        total += float(w @ (r * strip_kernel(p1, n1, p2, n2)) @ w)
    return distance(a, b) * distance(b, c) * total


def trench_formula(width, depth):
    return (np.hypot(width, depth) - depth) / width


def trench_quadrature(width, depth):
    corners = (0, 0), (width, 0), (width, depth), (0, depth)
    return exchange_opposite(*corners) / width


def local_by_integration(x, width, depth):
    """View factor of the opening from one point x of the bottom."""
    return quad(lambda y: depth**2 / (2 * ((y - x)**2 + depth**2)**1.5),
                0.0, width, epsabs=1e-12, epsrel=1e-11)[0]


def local_formula(x, width, depth):
    return 0.5 * (x / np.hypot(x, depth)
                  + (width - x) / np.hypot(width - x, depth))


def finite_length_factor(length_ratio):
    """Equal facing rectangles, W = H = 1, length L = length_ratio."""
    u, wu = gauss_nodes(60)
    v, wv = gauss_nodes(500, length_ratio)
    k = 1.0 / (np.pi * (u[:, None]**2 + v[None, :]**2 + 1.0)**2)
    return 4 / length_ratio * float((wu * (1 - u)) @ k
                                    @ (wv * (length_ratio - v)))


# Axial integral of the three-dimensional kernel, for tilted surfaces.
point1, point2 = np.array([0.1, 0.0]), np.array([0.8, 1.3])
normal1 = np.array([0.28, 0.96])
normal2 = np.array([-0.6, -0.8])


def kernel_3d(z):
    ray = np.array([*(point2 - point1), z])
    r = np.linalg.norm(ray)
    cos1 = ray @ np.array([*normal1, 0.0]) / r
    cos2 = -(ray @ np.array([*normal2, 0.0])) / r
    return cos1 * cos2 / (np.pi * r**2)


axial = quad(kernel_3d, -np.inf, np.inf, epsabs=1e-11)[0]
assert abs(axial - strip_kernel(point1, normal1, point2, normal2)) < 1e-8

# A point on a flat side sends all its molecules into the half-plane.
half_plane = quad(lambda y: 1 / (2 * (y**2 + 1)**1.5), -np.inf, np.inf)[0]
assert abs(half_plane - 1.0) < 1e-8

# Triangle rule and crossed-string rule on irregular convex shapes.
A, B, C, D = (0.0, 0.0), (1.3, 0.2), (1.7, 1.5), (-0.4, 1.1)
triangle_numeric = exchange_adjacent(A, B, C)
triangle_rule = (distance(A, B) + distance(B, C) - distance(A, C)) / 2
assert abs(triangle_numeric - triangle_rule) < 1e-8
strings_numeric = exchange_opposite(A, B, C, D)
strings_rule = (distance(A, C) + distance(B, D)
                - distance(B, C) - distance(D, A)) / 2
assert abs(strings_numeric - strings_rule) < 1e-8

# Worked trench: depth equal to width.
W = 500.0
H = 500.0
diagonal = distance((0, 0), (W, H))
crossed, uncrossed = 2 * diagonal, 2 * H
F = (crossed - uncrossed) / (2 * W)
F_quadrature = trench_quadrature(W, H)
assert abs(F - F_quadrature) < 1e-9
assert abs(F - (np.sqrt(2) - 1)) < 1e-12
wall_share = exchange_adjacent((0, 0), (W, 0), (W, H)) / W
assert abs(wall_share - (1 - F) / 2) < 1e-8

# Random straight flights in three dimensions with cosine-law emission.
rng = np.random.default_rng(12345)
flights = 2_000_000
start = W * rng.random(flights)
sin_squared = rng.random(flights)
azimuth = 2 * np.pi * rng.random(flights)
landing = start + H * np.sqrt(sin_squared / (1 - sin_squared)) * np.cos(azimuth)
F_random = float(np.mean((landing > 0) & (landing < W)))
F_error = np.sqrt(F_random * (1 - F_random) / flights)
assert abs(F_random - F) < 5 * F_error

# Local factors: formula, average, largest at centre, smallest at edges.
positions = np.linspace(0.0, W, 21)
local = np.array([local_by_integration(x, W, H) for x in positions])
assert np.max(np.abs(local - local_formula(positions, W, H))) < 1e-9
assert np.argmax(local) == 10
assert np.all(np.diff(local[:11]) > 0) and np.all(np.diff(local[10:]) < 0)
assert abs(local[10] - 1 / np.sqrt(5)) < 1e-9
assert abs(local[0] - 1 / (2 * np.sqrt(2))) < 1e-9
local_mean = quad(lambda x: local_by_integration(x, W, H), 0, W)[0] / W
assert abs(local_mean - F) < 1e-8

# Other depth-to-width ratios.
ratios = (0.5, 1.0, 2.0, 5.0)
ratio_factors = [trench_quadrature(1.0, ratio) for ratio in ratios]
for ratio, value in zip(ratios, ratio_factors):
    assert abs(value - trench_formula(1.0, ratio)) < 1e-8

# Finite length: leading deficit is slope * W / L for depth equal to width.
slope = 0.5 - np.log(2) / np.pi
lengths = (10.0, 100.0)
finite = [finite_length_factor(length) for length in lengths]
assert abs((F - finite[1]) * lengths[1] - slope) < 1e-4
# The next term is of third order in W/L, so the remainder falls 1000-fold.
remainders = [value - (F - slope / length)
              for value, length in zip(finite, lengths)]
assert 800 < remainders[0] / remainders[1] < 1200
one_percent_length = slope / (0.01 * F)
relative_deficit = 1 - finite_length_factor(one_percent_length) / F
assert abs(relative_deficit - 0.01) < 1e-5

print(f"trench width W = {W:.1f} angstrom")
print(f"trench depth H = {H:.1f} angstrom")
print(f"trench width W converted = {W / BOHR_IN_ANGSTROM:.2f} bohr")
print(f"one crossed string (diagonal) = {diagonal:.3f} angstrom")
print(f"sum of crossed strings = {crossed:.3f} angstrom")
print(f"sum of uncrossed strings = {uncrossed:.3f} angstrom")
print(f"crossed minus uncrossed = {crossed - uncrossed:.3f} angstrom")
print("View factors below are dimensionless")
print(f"bottom to opening, crossed strings = {F:.6f}")
print(f"bottom to opening, kernel quadrature = {F_quadrature:.6f}")
print(f"bottom to opening, random flights = {F_random:.5f}")
print(f"standard error of random flights = {F_error:.5f}")
print(f"number of random flights = {flights}")
print(f"bottom to each sidewall = {wall_share:.6f}")
print(f"local factor at centre of bottom = {local[10]:.6f}")
print(f"local factor at edge of bottom = {local[0]:.6f}")
print(f"average of local factors = {local_mean:.6f}")
for ratio, value in zip(ratios, ratio_factors):
    print(f"bottom to opening at H/W = {ratio:.1f}: {value:.6f}")
print(f"finite-length slope (H = W) = {slope:.6f}")
for length, value in zip(lengths, finite):
    print(f"bottom to opening at L/W = {length:.0f} (H = W): {value:.6f}")
print(f"L/W for one per cent deficit (H = W) = {one_percent_length:.1f}")
print(f"irregular quadrilateral, quadrature = {strings_numeric:.8f} (length)")
print(f"irregular quadrilateral, strings = {strings_rule:.8f} (length)")
print("all tests passed")
```

Printed output:

```
trench width W = 500.0 angstrom
trench depth H = 500.0 angstrom
trench width W converted = 944.86 bohr
one crossed string (diagonal) = 707.107 angstrom
sum of crossed strings = 1414.214 angstrom
sum of uncrossed strings = 1000.000 angstrom
crossed minus uncrossed = 414.214 angstrom
View factors below are dimensionless
bottom to opening, crossed strings = 0.414214
bottom to opening, kernel quadrature = 0.414214
bottom to opening, random flights = 0.41370
standard error of random flights = 0.00035
number of random flights = 2000000
bottom to each sidewall = 0.292893
local factor at centre of bottom = 0.447214
local factor at edge of bottom = 0.353553
average of local factors = 0.414214
bottom to opening at H/W = 0.5: 0.618034
bottom to opening at H/W = 1.0: 0.414214
bottom to opening at H/W = 2.0: 0.236068
bottom to opening at H/W = 5.0: 0.099020
finite-length slope (H = W) = 0.279364
bottom to opening at L/W = 10 (H = W): 0.386382
bottom to opening at L/W = 100 (H = W): 0.411420
L/W for one per cent deficit (H = W) = 67.4
irregular quadrilateral, quadrature = 0.83003909 (length)
irregular quadrilateral, strings = 0.83003909 (length)
all tests passed
```
